# Green's function and self-energy of the Hubbard atom: a program that tests the result

```python
"""Hubbard atom: H = e (n_up + n_dn) + U n_up n_dn, hartree units, hbar = 1.
Result under test, for one spin, with n the mean occupation of the OTHER spin:
    G(w)     = (1-n)/(w-e) + n/(w-e-U)
    Sigma(w) = w - e - 1/G = n U + n(1-n) U^2 / (w - e - (1-n) U)
At half filling (n = 1/2, mu = e + U/2): Sigma = U/2 + U^2/(4 W), W = w - mu.
w is an absolute energy, mu the chemical potential, kT the temperature.
The reference values come from 4x4 Fock-space matrices: by integrating the
defining time integral, and by a sum over eigenstates.
"""
import numpy as np
from scipy.constants import value
from scipy.integrate import simpson
from scipy.linalg import expm
from scipy.optimize import brentq

HARTREE_EV = value("Hartree energy in eV")
e, U, kT = -0.30, 0.40, 0.10

# Fermion operators, with the sign string that makes the spins anticommute
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
c_up = np.kron(lower, np.eye(2))
c_dn = np.kron(np.diag([1.0, -1.0]), lower)
n_up, n_dn = c_up.T @ c_up, c_dn.T @ c_dn
one = np.eye(4)
assert np.allclose(c_up @ c_dn.T + c_dn.T @ c_up, 0)


def hamiltonian(field=0.0):
    return (e - field) * n_up + (e + field) * n_dn + U * n_up @ n_dn


def thermal(H, mu, temp):
    rho = expm(-(H - mu * (n_up + n_dn)) / temp)
    return rho / np.trace(rho)


def mean(rho, op):
    return float(np.trace(rho @ op))


# Defining time integral
times = np.linspace(0.0, 800.0, 16001)


def anticommutator_history(H, c):
    step = expm(1j * H * (times[1] - times[0]))
    back = step.conj().T
    ct = c.astype(complex)
    history = np.empty((len(times), 4, 4), complex)
    for k in range(len(times)):
        history[k] = ct @ c.T + c.T @ ct
        ct = step @ ct @ back
    return history


def g_time(z, history, rho):
    corr = np.einsum("kij,ji->k", history, rho)
    return -1j * simpson(np.exp(1j * z * times) * corr, x=times)


# Sum over eigenstates
def poles(H, c, rho):
    energy, vec = np.linalg.eigh(H)
    prob = np.diag(vec.T @ rho @ vec)
    amp = vec.T @ c @ vec
    found = {}
    for m in range(4):
        for k in range(4):
            weight = amp[m, k] ** 2 * (prob[m] + prob[k])
            if weight > 1e-14:
                key = round(float(energy[k] - energy[m]), 12)
                found[key] = found.get(key, 0.0) + float(weight)
    return sorted(found.items())


def g_sum(w, pole_list):
    return sum(weight / (w - pos) for pos, weight in pole_list)


# Derived formulas
def g_formula(w, n, level=e):
    return (1 - n) / (w - level) + n / (w - level - U)


def sigma_formula(w, n):
    return n * U + n * (1 - n) * U**2 / (w - e - (1 - n) * U)


def n_formula(mu, temp):
    x, y = np.exp((mu - e) / temp), np.exp(-U / temp)
    return (x + x * x * y) / (1 + 2 * x + x * x * y)


H = hamiltonian()
hist_up = anticommutator_history(H, c_up)
hist_dn = anticommutator_history(H, c_dn)

# The anticommutator as an operator identity
phase0 = np.exp(-1j * e * times)[:, None, None]
phase1 = np.exp(-1j * (e + U) * times)[:, None, None]
assert np.max(abs(hist_up - phase0 * (one - n_dn) - phase1 * n_dn)) < 1e-9
assert np.allclose(c_up @ H - H @ c_up, (e * one + U * n_dn) @ c_up)

# General filling
mu_gen = -0.35
rho_gen = thermal(H, mu_gen, kT)
n_gen = mean(rho_gen, n_dn)
assert abs(n_gen - n_formula(mu_gen, kT)) < 1e-12
test_points = np.array([-0.50, -0.12, 0.05, 0.30]) + 0.05j
for z in test_points:
    g = g_time(z, hist_up, rho_gen)
    assert abs(g - g_formula(z, n_gen)) < 1e-6
    assert abs(z - e - 1 / g - sigma_formula(z, n_gen)) < 1e-5
poles_gen = poles(H, c_up, rho_gen)
zero_gen = brentq(lambda w: g_sum(w, poles_gen), e + 1e-6, e + U - 1e-6,
                  xtol=1e-14)
assert abs(zero_gen - (e + (1 - n_gen) * U)) < 1e-10
w_far = 1.0e4
sigma_far = w_far - e - 1 / g_sum(w_far, poles_gen)
assert abs(sigma_far - n_gen * U) < 1e-5  # next term falls as 1/w
w_gen = -0.10
g_gen = g_sum(w_gen, poles_gen)
sigma_gen = w_gen - e - 1 / g_gen
assert abs(sigma_gen - sigma_formula(w_gen, n_gen)) < 1e-10

# A magnetic splitting tells the two spin occupations apart
field = 0.03
H_field = hamiltonian(field)
rho_field = thermal(H_field, mu_gen, kT)
nu_field, nd_field = mean(rho_field, n_up), mean(rho_field, n_dn)
hist_field = anticommutator_history(H_field, c_up)
for z in test_points:
    g = g_time(z, hist_field, rho_field)
    assert abs(g - g_formula(z, nd_field, e - field)) < 1e-6
    assert abs(g - g_formula(z, nu_field, e - field)) > 1e-3

# Half filling
mu_half = brentq(lambda m: mean(thermal(H, m, kT), n_dn) - 0.5,
                 e - 0.5, e + U + 0.5, xtol=1e-14)
assert abs(mu_half - (e + U / 2)) < 1e-10
rho_half = thermal(H, mu_half, kT)
for W in np.array([-0.30, 0.0, 0.10, 0.25]) + 0.05j:
    g = g_time(mu_half + W, hist_up, rho_half)
    sigma = mu_half + W - e - 1 / g
    assert abs(sigma - (U / 2 + U**2 / (4 * W))) < 1e-5
poles_half = poles(H, c_up, rho_half)
assert len(poles_half) == 2
assert np.allclose([p[0] - mu_half for p in poles_half], [-U / 2, U / 2])
assert np.allclose([p[1] for p in poles_half], [0.5, 0.5])
assert abs(g_sum(mu_half, poles_half)) < 1e-8
table = []
for W in (-0.10, 0.05, 0.10, 0.30, 0.40):
    g = g_sum(mu_half + W, poles_half)
    sigma = mu_half + W - e - 1 / g
    assert abs(g - W / (W**2 - U**2 / 4)) < 1e-8
    assert abs(sigma - (U / 2 + U**2 / (4 * W))) < 1e-8
    table.append((W, g, sigma))

# Low temperature, with mu inside the gap but away from its middle
kT_low, mu_low, W_low = 0.005, -0.20, 0.15
rho_low = thermal(H, mu_low, kT_low)
n_low = mean(rho_low, n_dn)
assert abs(n_low - 0.5) < 1e-8
w_low = mu_low + W_low
sigma_low = w_low - e - 1 / g_sum(w_low, poles(H, c_up, rho_low))
from_middle = U / 2 + U**2 / (4 * (w_low - e - U / 2))
from_mu = U / 2 + U**2 / (4 * W_low)
assert abs(sigma_low - from_middle) < 1e-6
assert abs(sigma_low - from_mu) > 0.1

# Pure spin-up state, and the equal mixture of the two spin states
rho_pure_up = n_up @ (one - n_dn)
rho_pure_dn = n_dn @ (one - n_up)
z = mu_half + 0.10 + 0.05j
g_uu = g_time(z, hist_up, rho_pure_up)
g_du = g_time(z, hist_dn, rho_pure_up)
g_ud = g_time(z, hist_up, rho_pure_dn)
sigma_uu, sigma_du = z - e - 1 / g_uu, z - e - 1 / g_du
sigma_ud = z - e - 1 / g_ud
assert abs(sigma_uu) < 1e-5 and abs(sigma_du - U) < 1e-5
sigma_mix = z - e - 2 / (g_uu + g_ud)
assert abs(sigma_mix - (U / 2 + U**2 / (4 * (z - mu_half)))) < 1e-5
sigma_mean = (sigma_uu + sigma_ud) / 2
assert abs(sigma_mean - U / 2) < 1e-5

print(f"level e = {e:.2f} hartree, U = {U:.2f} hartree, kT = {kT:.2f} hartree")
print("GENERAL FILLING")
print(f"mu = {mu_gen:.2f} hartree")
print(f"occupation per spin n = {n_gen:.5f}")
for pos, weight in poles_gen:
    print(f"pole of G at w = {pos:.4f} hartree, weight {weight:.5f}")
print(f"zero of G at w = {zero_gen:.5f} hartree")
print(f"Hartree term n U = {n_gen * U:.5f} hartree")
print(f"at w = {w_gen:.2f} hartree: G = {g_gen:.5f} 1/hartree")
print(f"at w = {w_gen:.2f} hartree: Sigma = {sigma_gen:.5f} hartree")
print("MAGNETIC SPLITTING, same mu and kT")
print(f"e_up = {e - field:.2f} hartree, e_dn = {e + field:.2f} hartree")
print(f"n_up = {nu_field:.5f}, n_dn = {nd_field:.5f}")
print("HALF FILLING")
print(f"mu found from n = 1/2: {mu_half:.6f} hartree")
for label, op in (("empty", (one - n_up) @ (one - n_dn)),
                  ("each singly occupied state", rho_pure_up),
                  ("doubly occupied", n_up @ n_dn)):
    print(f"probability, {label}: {mean(rho_half, op):.5f}")
for pos, weight in poles_half:
    print(f"pole of G at W = {pos - mu_half:.4f} hartree, weight {weight:.4f}")
gap = poles_half[1][0] - poles_half[0][0]
print(f"gap = {gap:.4f} hartree = {gap * HARTREE_EV:.3f} eV")
for W, g, sigma in table:
    print(f"W = {W:.2f} hartree: G = {g:.5f} 1/hartree, "
          f"Sigma = {sigma:.5f} hartree")
print("LOW TEMPERATURE, mu off centre")
print(f"kT = {kT_low:.3f} hartree, mu = {mu_low:.2f} hartree, n = {n_low:.6f}")
print(f"W = w - mu = {W_low:.2f} hartree, w = {w_low:.2f} hartree")
print(f"Sigma from eigenstates = {sigma_low:.5f} hartree")
print(f"formula, energy from e + U/2: {from_middle:.5f} hartree")
print(f"formula, energy from mu: {from_mu:.5f} hartree")
print("PURE SPIN-UP STATE AND MIXTURE, at W = 0.10 + 0.05i hartree")
print(f"pure state: |Sigma_up| = {abs(sigma_uu):.4f} hartree")
print(f"pure state: Re Sigma_dn = {sigma_du.real:.4f} hartree")
print(f"mixture: Re Sigma = {sigma_mix.real:.4f} hartree")
print(f"mixture: Im Sigma = {sigma_mix.imag:.4f} hartree")
print(f"average of the two pure-state Re Sigma_up = "
      f"{sigma_mean.real:.4f} hartree")
print("no test failed")
```

Printed output:

```
level e = -0.30 hartree, U = 0.40 hartree, kT = 0.10 hartree
GENERAL FILLING
mu = -0.35 hartree
occupation per spin n = 0.27627
pole of G at w = -0.3000 hartree, weight 0.72373
pole of G at w = 0.1000 hartree, weight 0.27627
zero of G at w = -0.01051 hartree
Hartree term n U = 0.11051 hartree
at w = -0.10 hartree: G = 2.23728 1/hartree
at w = -0.10 hartree: Sigma = -0.24697 hartree
MAGNETIC SPLITTING, same mu and kT
e_up = -0.33 hartree, e_dn = -0.27 hartree
n_up = 0.36288, n_dn = 0.20049
HALF FILLING
mu found from n = 1/2: -0.100000 hartree
probability, empty: 0.05960
probability, each singly occupied state: 0.44040
probability, doubly occupied: 0.05960
pole of G at W = -0.2000 hartree, weight 0.5000
pole of G at W = 0.2000 hartree, weight 0.5000
gap = 0.4000 hartree = 10.885 eV
W = -0.10 hartree: G = 3.33333 1/hartree, Sigma = -0.20000 hartree
W = 0.05 hartree: G = -1.33333 1/hartree, Sigma = 1.00000 hartree
W = 0.10 hartree: G = -3.33333 1/hartree, Sigma = 0.60000 hartree
W = 0.30 hartree: G = 6.00000 1/hartree, Sigma = 0.33333 hartree
W = 0.40 hartree: G = 3.33333 1/hartree, Sigma = 0.30000 hartree
LOW TEMPERATURE, mu off centre
kT = 0.005 hartree, mu = -0.20 hartree, n = 0.500000
W = w - mu = 0.15 hartree, w = -0.05 hartree
Sigma from eigenstates = 1.00000 hartree
formula, energy from e + U/2: 1.00000 hartree
formula, energy from mu: 0.46667 hartree
PURE SPIN-UP STATE AND MIXTURE, at W = 0.10 + 0.05i hartree
pure state: |Sigma_up| = 0.0000 hartree
pure state: Re Sigma_dn = 0.4000 hartree
mixture: Re Sigma = 0.5200 hartree
mixture: Im Sigma = -0.1600 hartree
average of the two pure-state Re Sigma_up = 0.2000 hartree
no test failed
```
